# Wannier centres from the periodic Wilson loop in one dimension, part 1

(Sections cited here and not found follow in the second part.)

## First half: projected position and transport across the zone

An electron moves in one dimension with the Hamiltonian

$$H=\frac{p^2}{2m}+V(x),\qquad V(x+a)=V(x),\qquad G=\frac{2\pi}{a}.$$

Its Bloch states are $\psi_{nk}(x)=e^{ikx}u_{nk}(x)$, where $u_{nk}$ has period $a$. The function $u_{nk}$ is an eigenfunction of

$$H_k=\frac{(p+\hbar k)^2}{2m}+V(x)$$

acting on functions of period $a$. Inner products of cell-periodic functions are integrals over one cell, and $\langle u_{mk}|u_{nk}\rangle=\delta_{mn}$.

Consider $J$ neighbouring bands separated from all other bands by a gap at every $k$. They may cross among themselves. Let $P_k$ project on their $J$ cell-periodic functions at $k$, and let $P$ project on all their Bloch states. The problem is to find where the localized states of this group sit, using what the $u_{nk}$ do as $k$ crosses one Brillouin zone.

### (a) A smooth and periodic frame

**Question.** Show that the group has an orthonormal frame $|u_{nk}\rangle$, $n=1,\dots,J$, that is smooth in $k$ and obeys $u_{n,k+G}=e^{-iGx}u_{nk}$. The members of the frame need not be energy eigenfunctions.

**Solution.** The projector can be written as

$$P_k=\frac{1}{2\pi i}\oint\frac{dz}{z-H_k},$$

with a contour around the $J$ energies of the group. The gap lets the contour stay fixed while $k$ varies a little, and $H_k$ is quadratic in $k$, so $P_k$ is smooth. Since $e^{-iGx}p\,e^{iGx}=p+\hbar G$,

$$H_{k+G}=e^{-iGx}H_ke^{iGx},\qquad P_{k+G}=e^{-iGx}P_ke^{iGx}.\tag{1}$$

Start at $k_0$ with any orthonormal basis of the group and carry it along by

$$\partial_k|\bar u_n\rangle=K|\bar u_n\rangle,\qquad K=P'P-PP',\tag{2}$$

where a prime means $\partial_k$ and $P$ stands for $P_k$. Because $K^\dagger=PP'-P'P=-K$, inner products are preserved.

The carried functions also stay in the group. Differentiating $P^2=P$ gives $P'P+PP'=P'$. Multiplying by $P$ on both sides gives $2PP'P=PP'P$, hence $PP'P=0$. Now let $g=(1-P)\bar u$. Then

$$g'=-P'\bar u+(1-P)K\bar u=-P'\bar u+P'P\bar u=-P'g,$$

where $(1-P)K=(1-P)P'P=P'P$ was used. As $g(k_0)=0$, this linear equation keeps $g=0$. Moreover $PKP=PP'P-PP'P=0$, so

$$\langle\bar u_m|\partial_k\bar u_n\rangle=0.\tag{3}$$

After one zone, $\bar u_{k_0+G}$ and $e^{-iGx}\bar u_{k_0}$ span the same space by (1). They differ by a unitary $J\times J$ matrix $S$. With the frame written as a row of functions,

$$\bar u_{k+G}=e^{-iGx}\,\bar u_k\,S.$$

This holds for every $k$: both sides obey the same transport equation, because $K$ transforms as $P$ does in (1), and they agree at $k_0$. Write $S=e^{iGB}$ with $B$ Hermitian, and define

$$u_k=\bar u_k\,e^{-i(k-k_0)B}.$$

Then

$$u_{k+G}=e^{-iGx}\bar u_k\,e^{iGB}e^{-iGB}e^{-i(k-k_0)B}=e^{-iGx}u_k .$$

This is the required frame. In it the full Bloch functions are periodic, $\psi_{n,k+G}=\psi_{nk}$. The construction fails if the gap to the other bands closes, since $P_k$ may then cease to be smooth.

### (b) The position operator inside the group

**Question.** A state of the group is expanded as

$$f(x)=\frac1G\int_{k_0}^{k_0+G}dk\sum_n f_n(k)\,\psi_{nk}(x),\tag{4}$$

with smooth periodic coefficients. Find the coefficients of $PxPf$.

**Solution.** First the normalization is needed. If $g_{k'}$ is cell-periodic, dividing the line into cells gives

$$\langle\psi_{mk}|e^{ik'x}g_{k'}\rangle=\sum_l e^{i(k'-k)la}\int_0^a e^{i(k'-k)x}u_{mk}^*g_{k'}\,dx .$$

Within one zone, $\sum_l e^{i(k'-k)la}=G\,\delta(k'-k)$. Thus

$$\langle\psi_{mk}|e^{ik'x}g_{k'}\rangle=G\,\delta(k'-k)\,\langle u_{mk}|g_k\rangle.\tag{5}$$

It follows that $f_m(k)=\langle\psi_{mk}|f\rangle$ and $\langle f|f\rangle=G^{-1}\int dk\sum_n|f_n|^2$.

Now use $x e^{ikx}=-i\partial_ke^{ikx}$ in (4) and integrate by parts:

$$xf=-\frac iG\Big[\sum_n f_n\psi_{nk}\Big]_{k_0}^{k_0+G}+\frac{1}{G}\int dk\,e^{ikx}\sum_n\big(i f_n'u_{nk}+i f_n\,\partial_ku_{nk}\big).\tag{6}$$

The bracket vanishes because $f_n$ and $\psi_{nk}$ are both periodic in $k$. Taking the inner product with $\psi_{mk}$ through (5) gives

$$(PxPf)_m=i f_m'+\sum_nA_{mn}f_n,\qquad A_{mn}(k)=i\langle u_{mk}|\partial_ku_{nk}\rangle.\tag{7}$$

The matrix $A$ is the Berry connection of the group. It has the dimension of length. Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ gives $\langle\partial_ku_m|u_n\rangle=-\langle u_m|\partial_ku_n\rangle$, so

$$A_{nm}^*=-i\langle\partial_ku_m|u_n\rangle=i\langle u_m|\partial_ku_n\rangle=A_{mn},$$

and $A$ is Hermitian. It is also periodic in $k$, since the factor $e^{-iGx}$ does not depend on $k$ and cancels in the inner product.

### (c) The eigenvalues of projected position

**Question.** Solve $PxPf=Xf$. Express the condition on $X$ through the matrix $W$ that transports coefficients across the whole zone.

**Solution.** Equation (7) gives $if'+Af=Xf$ for the column $f$, or

$$f'=i(A-X)f.\tag{8}$$

Let $U(k,k_0)$ solve $\partial_kU=iAU$ with $U(k_0,k_0)=1$. It is unitary, because $\partial_k(U^\dagger U)=U^\dagger(-iA+iA)U=0$. The solution of (8) is

$$f(k)=e^{-iX(k-k_0)}U(k,k_0)f(k_0).\tag{9}$$

The Wilson loop is

$$W=U(k_0+G,k_0)=\mathcal P\exp\left(i\int_{k_0}^{k_0+G}A\,dk\right),\tag{10}$$

where the ordering $\mathcal P$ puts later $k$ to the left. The coefficients must be periodic, $f(k_0+G)=f(k_0)$, and (9) turns this into

$$Wf(k_0)=e^{iGX}f(k_0).$$

Every eigenvalue $X$ of projected position therefore gives an eigenvalue of $W$. Conversely, let $Wv_n=e^{i\theta_n}v_n$, and for any integer $l$ set

$$X_{nl}=\frac{\theta_n}{G}+la,\qquad f(k)=e^{-iX_{nl}(k-k_0)}U(k,k_0)v_n .$$

As $A$ is periodic, $U(k+G,k_0)=U(k,k_0)W$. Hence

$$f(k+G)=e^{-iX_{nl}(k-k_0)}e^{-iGX_{nl}}U(k,k_0)Wv_n=f(k),$$

where $e^{-iGX_{nl}}e^{i\theta_n}=1$ because $Gla=2\pi l$. Each eigenvector of $W$ thus yields a ladder of eigenfunctions. With $X_n$ any member of the ladder,

$$\boxed{\;\text{eigenvalues of }W=\exp\left(2\pi i\,\frac{X_n}{a}\right),\qquad n=1,\dots,J.\;}\tag{11}$$

The members of one ladder are translates of one another. Since $\psi_{nk}(x-la)=e^{-ikla}\psi_{nk}(x)$, moving a function by $la$ multiplies its coefficients by $e^{-ikla}$. This is the factor by which the ladder members differ, apart from a constant phase.

Choose the $v_n$ orthonormal. For two of these eigenfunctions,

$$f^{(m,l)\dagger}f^{(n,l')}=\delta_{mn}\,e^{i(l-l')a(k-k_0)},$$

and its average over the zone is $\delta_{mn}\delta_{ll'}$. The functions are therefore orthonormal. They are also complete in the group: the $J$ columns span the coefficient space at each $k$, and the factors $e^{-ikla}$ form a Fourier basis. They are Wannier functions $w_{nl}$, and $\langle w_{nl}|x|w_{nl}\rangle=X_{nl}$, so the numbers in (11) are their centres.

A simple limit confirms the sign. Suppose one band is built from copies of a normalized function $\phi$ that fits inside one cell without overlap. Then $\psi_k=\sum_le^{ikla}\phi(x-la)$, and in the home cell $u_k=e^{-ikx}\phi$. Hence $A=i\int\phi^*(-ix)\phi\,dx=\langle\phi|x|\phi\rangle$, and $W=e^{iG\langle x\rangle}$.

### (d) What the loop determines, and what it does not

**Question.** Find how $W$ responds to a change of frame, to a change of starting point, and to a displacement of the crystal. What follows for the sum of the centres?

**Solution.** Let $\tilde u=uS(k)$ with $S$ unitary, smooth and periodic. The product rule gives

$$\tilde A=S^\dagger AS+iS^\dagger S'.\tag{12}$$

The new transport matrix is $\tilde U=S^\dagger(k)U(k,k_0)S(k_0)$. To see this, differentiate and use $(S^\dagger)'=-S^\dagger S'S^\dagger$:

$$\tilde U'=iS^\dagger AUS(k_0)-S^\dagger S'S^\dagger US(k_0)=i\tilde A\tilde U .$$

Since $S(k_0+G)=S(k_0)$,

$$\tilde W=S^\dagger(k_0)\,W\,S(k_0),$$

and the eigenvalues are unchanged. Starting at $k_1$ instead gives $U(k_1+G,k_1)=U(k_1,k_0)\,W\,U(k_1,k_0)^{-1}$, again with the same eigenvalues.

If the crystal is displaced by $d$, its Bloch functions are $\psi_{nk}(x-d)$. Their periodic parts are $e^{-ikd}u_{nk}(x-d)$, so $A$ becomes $A+d$ and $W$ becomes $e^{iGd}W$. Every centre moves by $d$, as it should. The phases thus have a meaning once the origin of $x$ is stated. They give $X_n/a$ modulo 1, because each cell contains its own copy. A loop defined with the opposite sign in the exponent and the opposite ordering is $W^{-1}$, with complex conjugate eigenvalues.

For the determinant, $(\det U)'=\det U\;\mathrm{tr}(U^{-1}U')=i\,\mathrm{tr}A\,\det U$. Therefore

$$\sum_nX_n=\frac1G\int_{k_0}^{k_0+G}\mathrm{tr}A\,dk\quad\text{modulo }a.\tag{13}$$

For $J=1$ a change of frame is a phase $S=e^{i\alpha}$ with $\alpha(k+G)=\alpha(k)+2\pi q$, $q$ an integer. Then $\tilde A=A-\alpha'$, and the zone average of $A$ moves by $-qa$. Every smooth periodic phase choice gives the same centre modulo $a$. For $J>1$ the eigenvalues of $W$ are still fixed, but the zone averages of the single elements $A_{nn}$ depend on the frame. By (7) these averages are the centres of the Wannier functions built from the separate frame members, which are the subject of part (e).

## Second half: localization, meshes and a superlattice

The symbols carried over are these. The period is $a$, and $G=2\pi/a$. The smooth periodic frame of the $J$ bands is $u_{nk}$, with connection $A_{mn}=i\langle u_{mk}|\partial_ku_{nk}\rangle$, transport $\partial_kU=iAU$ and Wilson loop $W=U(k_0+G,k_0)$. Projected position acts on coefficients as $PxP=i\partial_k+A$. Its eigenfunctions $w_{nl}$ have centres $X_n+la$, and $W$ has eigenvalues $e^{2\pi iX_n/a}$. A change of frame $S$ gives $\tilde A=S^\dagger AS+iS^\dagger S'$. An overbar on an expression in $k$ now means its average over the zone.

### (e) Which Wannier functions have these centres?

**Question.** Any smooth periodic frame defines Wannier functions, with coefficients $e^{-ikla}$ in one frame member. Show that the total spread $\Omega=\sum_n(\langle x^2\rangle_n-\langle x\rangle_n^2)$ of the $J$ functions in the home cell is smallest for the eigenfunctions of $PxP$. Then find what a rotation of two such functions does to centres and spread.

**Solution.** Insert $P+(1-P)=1$ between the two factors of $x$ in $\langle x^2\rangle_n$. The part with $P$ is a sum over all Wannier functions of the group, and its term with $(m,l)=(n,0)$ cancels $\langle x\rangle_n^2$:

$$\Omega=\Omega_I+\sum_n\sum_{(m,l)\ne(n,0)}|\langle w_{ml}|x|w_{n0}\rangle|^2,\qquad
\Omega_I=\sum_n\langle w_{n0}|x(1-P)x|w_{n0}\rangle.\tag{14}$$

By (6) with constant coefficients, the part of $xw_{n0}$ outside the group has periodic part $i(1-P_k)\partial_ku_{nk}$, so

$$\Omega_I=\overline{\sum_n\|(1-P_k)\partial_ku_{nk}\|^2}.\tag{15}$$

Under $u\to uS$, the derivative of $S$ multiplies $u$, which $1-P_k$ removes. What remains is a unitary mixing of the terms, so $\Omega_I$ does not depend on the frame. The other sum in (14) is never negative. It vanishes when $x$ is diagonal among the Wannier functions, which means that they are eigenfunctions of $PxP$. The centres in (11) therefore belong to the maximally localized Wannier functions.

The sum in (14) can be written through $A$. From (7), $\langle w_{ml}|x|w_{n0}\rangle=\overline{e^{ikla}A_{mn}}$ is a Fourier coefficient of $A_{mn}$. Parseval's theorem gives

$$\Omega-\Omega_I=\overline{\mathrm{tr}A^2}-\sum_n\big(\overline{A_{nn}}\big)^2.\tag{16}$$

Let the columns of $F(k)$ be the solutions (9) for $l=0$, and use them as a change of frame. Since $F'=i(AF-F\mathcal X)$ with $\mathcal X=\mathrm{diag}(X_n)$, formula (12) gives $F^\dagger AF+iF^\dagger F'=\mathcal X$. In this frame the connection is constant and diagonal.

For $J=2$, rotate this frame by

$$R=\begin{pmatrix}\cos\varphi&-\sin\varphi\\ \sin\varphi&\cos\varphi\end{pmatrix},\qquad
\tilde A=R^{T}\mathcal XR+\varphi'\begin{pmatrix}0&-i\\ i&0\end{pmatrix}.$$

With $D=X_2-X_1$ and $s=\overline{\sin^2\varphi}$, the averaged diagonal elements are the new centres:

$$\tilde X_1=X_1+sD,\qquad \tilde X_2=X_2-sD.\tag{17}$$

Their sum is unchanged. In $\mathrm{tr}\tilde A^2$ the cross term vanishes, because it is the trace of a symmetric times an antisymmetric matrix. So $\overline{\mathrm{tr}\tilde A^2}=X_1^2+X_2^2+2\overline{\varphi'^2}$. The squares of the centres add up to $X_1^2+X_2^2-2sD^2+2s^2D^2$. Hence

$$\Omega-\Omega_I=2\,\overline{\varphi'^2}+2D^2s(1-s).\tag{18}$$

The second term comes from mixing functions at different places. The first comes from the variation of the mixing with $k$, which spreads a function over several cells.

We have shown that the eigenvalues of the Wilson loop give, modulo $a$, the centres of the maximally localized Wannier functions of the group, and found how a $k$-dependent rotation of two such functions changes their centres and spread. It remains to compare the two-band loop with single-band loops, to construct the loop on a finite mesh, and to test the results on a superlattice with two unequal wells.
